# Fifth-Power Law for Electron-Phonon Heat Flow in a Clean Metal, part 2

A copper film 100 nm thick on a substrate at 4 K carries 1 MA/cm² and dissipates $6.57\times10^{11}$ W/m³. With its phonons held at 4 K, the model puts its electrons at 6.4 K. A heat flow linear in the temperature rise would give a rise of about 7.5 K instead of 2.4 K (Section 1).

The free electrons have mass $m$, number density $n$, Fermi energy $E_F$, wavevector $k_F$, velocity $v_F$, mean free path $\ell$, and Fermi occupation $f(E)$ with chemical potential $\mu$ at temperature $T_e$. Longitudinal phonons have frequency $\omega=cq$, up to the Debye wavevector $q_D$, and temperature $T_p$. The mass density is $\rho$. A displacement $\mathbf u$ shifts electron energies by $D\,\nabla\cdot\mathbf u$, with $D=\tfrac23E_F$. Umklapp processes, which also exchange a reciprocal lattice vector, are left out.

A mode with occupation $N$ obeys

$$
\frac{dN}{dt}=\gamma_q(n_e-N),\qquad
\gamma_q=\frac{D^2m^2q}{2\pi\rho\hbar^3},
$$

where $n_e$ and $n_p$ are the Bose occupations at $T_e$ and $T_p$. This $\gamma_q$ holds for $q$ well below $2k_F$ and the screening wavevector $q_s$, with $c\ll v_F$ and $q\ell\gg1$ (the "clean" condition). The direct/formula rates in the closing list test it against a direct sum over electron states; beyond $q=2k_F$ the process shuts off.

With phonons held at $T_p$, the power per unit volume from electrons to phonons is

$$
p=\int\frac{d^3q}{(2\pi)^3}\hbar\omega\gamma_q(n_e-n_p)
=\frac1{2\pi^2}\int_0^{q_D}q^2dq\,\hbar cq\,\gamma_q(n_e-n_p).
$$

At low temperature this becomes

$$
\boxed{p=\Sigma(T_e^5-T_p^5),\qquad
\Sigma=\frac{6\zeta(5)D^2m^2k_B^5}{\pi^3\rho\hbar^7c^4}.}
$$

Here $\zeta(5)=\sum_jj^{-5}$, and $\int_0^\infty x^4dx/(e^x-1)=24\zeta(5)=24.886$.

## 10. Where the exponent changes

On warming, the Debye cutoff begins to remove thermal phonons. Let $\Theta=\hbar cq_D/k_B$, $x_D=\Theta/T_e$, and

$$
J(x_D)=\int_0^{x_D}\frac{x^4dx}{e^x-1}.
$$

With $T_p=0$, the power is proportional to $T_e^5J(x_D)$. Because $dx_D/d\ln T_e=-x_D$, the local exponent is

$$
\frac{d\ln p}{d\ln T_e}
=5-\frac{x_D^5}{(e^{x_D}-1)J(x_D)}.
$$

At large $x_D$ the last term vanishes. At small $x_D$, $J\approx x_D^4/4$, so the exponent tends to $5-4=1$.

The copper parameters below give $\Theta=628$ K for the longitudinal branch. The computed exponent is 5.000 at 6 K and 4.03 at 100 K. At 100 K the power is 76% of the fifth-power value. These figures include the Debye cutoff but keep $D$ constant. At 100 K the phonons that carry the heat are no longer long compared with the screening length, so the screening factor given in Section 14 matters: it lowers the power to about 43% of the fifth-power value and the exponent to about 3.6. That factor is itself approximate at such wavevectors; Lindhard screening gives 46% and 3.7. The law is therefore unsuitable for a room-temperature interconnect.

There is also a lower limit to the clean regime. The mean wavevector, weighted by emitted power at $T_p=0$, is proportional to $T_e$. In the example its product with $\ell$ is 85 at 6.38 K. It would fall to one near $6.38/85\approx0.075$ K, and the clean formula must fail before then. This limit concerns the longitudinal branch only. If the defects move with the lattice, free electrons also damp transverse waves, at a rate near $nmv_F/\rho\ell$ that is independent of $q$ when $q\ell\gg1$. This adds a heat flow varying as $T^4$. With a transverse speed of 2.3 km/s and $\ell=100$ nm, it adds about half again to the power at 6.38 K, lowers the example's electron temperature to about 5.95 K, and matches the longitudinal flow near 3.3 K. A large $q\ell$ therefore secures the longitudinal formula, but not a fifth-power law for the total flow.

## 11. The coefficient for copper parameters

Take rough copper values: $n=8.5\times10^{28}$ m⁻³, $\rho=8960$ kg/m³, and $c=4.8$ km/s. The free-electron formulas give $E_F=7.05$ eV, $D=4.70$ eV and $k_F=13.6$ nm⁻¹.

The mass can be eliminated because $Dm=\hbar^2k_F^2/3$. Substitution gives

$$
\Sigma=\frac{2\zeta(5)k_B^5k_F^4}{3\pi^3\rho\hbar^3c^4}.
$$

Thus, at fixed density and with this choice of $D$, changing the band mass does not change $\Sigma$. In SI units,

$$
\Sigma\approx
\frac{0.0223\,(5.02\times10^{-115})(3.42\times10^{40})}
{8960\,(1.173\times10^{-102})(5.31\times10^{14})}
\approx6.9\times10^7\ \text{W m}^{-3}\text{K}^{-5}.
$$

This is 69 pW μm⁻³ K⁻⁵. The numerical factors in the numerator are $2\zeta(5)/3\pi^3$, $k_B^5$ and $k_F^4$.

## 12. Steady heating and cooling after the current stops

Let the mean free path be 100 nm. With collision time $\ell/v_F$, the Drude resistivity is

$$
\rho_{\rm el}=\frac{mv_F}{ne^2\ell}=0.657\ \mu\Omega\,\text{cm}
=6.57\times10^{-9}\ \Omega\,\text{m}.
$$

A current density of 1 MA/cm² is $10^{10}$ A/m². The Joule power is therefore $6.57\times10^{-9}\times10^{20}=6.57\times10^{11}$ W/m³. With phonons held at the substrate temperature $T_s=4$ K, energy balance gives

$$
T_e^5=4^5+\frac{6.574\times10^{11}}{6.864\times10^7}
\approx1024+9578=10602,
$$

in K⁵, and hence $T_e=6.38$ K. The steep power law explains the modest rise in Section 1.

For the transient we need the electron heat capacity. Only states near $E_F$ change occupation, so the density of states $g=3n/2E_F$, including both spins, may be taken as constant. From $\partial f/\partial T=[(E-\mu)/T](-\partial f/\partial E)$,

$$
C_e=g\int(E-\mu)\frac{\partial f}{\partial T}dE
=gk_B^2T\int_{-\infty}^{\infty}\frac{y^2dy}{4\cosh^2(y/2)}
=\frac{\pi^2}{3}gk_B^2T .
$$

Here $y=(E-\mu)/k_BT$. Writing $C_e=\beta T$ gives $\beta=\pi^2nk_B^2/2E_F=70.8$ J m⁻³ K⁻².

After the current stops, with the phonons still fixed at $T_s$,

$$
\beta T_e\frac{dT_e}{dt}=-\Sigma(T_e^5-T_s^5).
$$

For a small excess, the right side is $-5\Sigma T_s^4(T_e-T_s)$. The excess decays exponentially with time constant

$$
\tau=\frac{\beta}{5\Sigma T_s^3}
=\frac{70.8}{5(6.86\times10^7)(64)}\ \text{s}\approx3.2\ \text{ns}.
$$

For a larger excess, separating variables gives the time to cool from $T_1$ to $T_2$:

$$
t=\int_{T_2}^{T_1}\frac{\beta T\,dT}{\Sigma(T^5-T_s^5)}.
$$

Starting at 6.38 K, the electrons lose 90% of their temperature excess in 5.8 ns. Exponential decay at the small-excess rate would take $3.22\ln10=7.4$ ns. The actual decay is faster because the heat flow per kelvin of excess grows more steeply with electron temperature than the heat capacity does.

## 13. When phonons wait at the interface

So far the film phonons have been held at 4 K. They can stay there only if they leave faster than electrons refill them.

Assume that phonons fill the film uniformly and move isotropically, that one face touches the substrate, and that a fraction $t_i$ of the phonons striking it is transmitted. If $s$ is now the direction cosine toward that face, the average speed toward it is

$$
\frac c2\int_0^1s\,ds=\frac c4 .
$$

The factor $1/2$ normalizes the distribution over all values from $-1$ to 1. For thickness $d$, the escape rate per phonon is $ct_i/4d$. Taking $t_i=0.5$,

$$
\tau_{\rm esc}=\frac{4d}{ct_i}
=\frac{4(100\times10^{-9})}{(4800)(0.5)}\ \text{s}
=167\ \text{ps}.
$$

Let $n_s$ be the Bose occupation at substrate temperature. In the steady state, supply from the electrons equals net escape:

$$
\gamma_q(n_e-N)=\frac{N-n_s}{\tau_{\rm esc}}.
$$

Solving for $N$ and subtracting it from $n_e$,

$$
N=\frac{\gamma_q\tau_{\rm esc}n_e+n_s}{1+\gamma_q\tau_{\rm esc}},
\qquad
n_e-N=\frac{n_e-n_s}{1+\gamma_q\tau_{\rm esc}}.
$$

The power integral therefore acquires the factor $1/(1+\gamma_q\tau_{\rm esc})$, with $n_p$ replaced by $n_s$.

At the mean emitted wavevector, 0.854 nm⁻¹, the damping time $1/\gamma_q$ is 164 ps. Escape and reabsorption are almost equally fast. Integrating over all modes at $T_e=6.38$ K gives 51% of the power found with fixed phonons. To remove the same Joule heat, the electrons must warm to 7.3 K.

The interface also changes the power law. If $\gamma_q\tau_{\rm esc}\gg1$ for the important modes, $\gamma_q$ drops out and the integrand contains $q^3$ instead of $q^4$. The heat flow then varies as $T_e^4-T_s^4$. In the opposite limit, the fifth-power law returns. The present film lies between them.

The transient times in Section 12 do not include this delay. It weakens the heat flow at a given electron temperature and so slows the cooling. If the electrons and the phonon modes are followed together in time, starting from a steady state with electrons at 6.38 K (which with the delay needs only about half the Joule power), the time to lose 90% of the temperature excess grows from 5.8 ns to about 11 ns. Starting from the 7.3 K steady state of the full current, it is about 10 ns, against 5.3 ns with fixed phonons.

## 14. Other assumptions in the example

At the mean emitted wavevector the phonon wavelength is 7.4 nm, much less than the film thickness, so a three-dimensional mode count is reasonable. Finite screening multiplies $D$ by $1/(1+q^2/q_s^2)$, where $q_s$ is the screening wavevector. This follows by dividing the bare ionic potential, proportional to $1/q^2$, by $1+q_s^2/q^2$. Here $q^2/q_s^2=0.0022$, so the power at that wavevector falls by about 0.4%. The ratio $c/v_F$ is 0.003.

Heat can also leave through the ends of the line. For a small departure $\theta$ from the uniform electron temperature, conduction and phonon cooling balance as $\kappa\theta''=5\Sigma T_e^4\theta$. The decay length is

$$
L_{\rm end}=\sqrt{\frac{\kappa}{5\Sigma T_e^4}}=6.5\ \mu\text{m},
$$

using the Wiedemann-Franz conductivity $\kappa=\pi^2k_B^2T_e/3e^2\rho_{\rm el}$, appropriate to elastic defect scattering. This value is for phonons fixed at the substrate temperature; with the escape delay of Section 13, and the electrons at the resulting 7.3 K, the length grows to about 7.9 μm. The calculated temperature describes the middle of a line many times longer than this.

If the film sits on 100 nm of oxide with chosen conductivity 0.1 W m⁻¹ K⁻¹, the heat flux is $6.57\times10^4$ W/m². Fourier's law would give a rise of only 0.066 K across the oxide, but that is not the layer's whole effect. With silica sound speeds of about 5.9 km/s (longitudinal) and 3.75 km/s (transverse), a Debye estimate puts the phonon mean free path near 0.7 μm at 4 K. This exceeds the oxide thickness, so Fourier's law is doubtful here. The oxide's lower interface also resists the heat. If isotropic thermal phonons strike it from the oxide and half are transmitted, the oxide must be roughly 0.9 K warmer than the substrate to pass this flux. The temperatures calculated here leave out that rise, so they apply to a film placed directly on the substrate.

The single electron temperature is less secure. An order-of-magnitude estimate of the electron-electron collision time is $\hbar E_F/(k_BT_e)^2\approx15$ ns. At the same electron temperature, $\beta/5\Sigma T_e^3$ is 0.79 ns. Collisions between electrons are therefore too slow, on this estimate, to enforce a Fermi function against phonon cooling. The computed $T_e$ is a result of the two-temperature model. The opposite extreme leaves out collisions between electrons altogether. Solving the kinetic equation with Joule heating and the same phonon coupling, with phonons fixed at 4 K, then gives a non-thermal distribution. At the same Joule power its thermal energy equals that of a Fermi function at about 6.9 K, instead of 6.4 K. A Fermi function with that energy would deliver about 1.5 times the power.

## 15. Beside a real copper interconnect

A 100 nm mean free path describes a wide, clean film better than a narrow line, where surfaces and grain boundaries shorten it. Copper's measured low-temperature coupling is roughly of order $10^9$ W m⁻³ K⁻⁵, well above the longitudinal result. The free-electron model omits deformation coupling to transverse waves because their divergence is zero; only the defect-assisted damping noted in Section 10 remains. In copper, shear can distort the non-spherical Fermi surface, and umklapp processes are also possible. To see the possible scale, give two transverse branches, with rough speed 2.3 km/s, the same $D$ as the longitudinal branch. Since $\Sigma\propto c^{-4}$, they add $2(4.8/2.3)^4=38$ times the longitudinal contribution. The total becomes $2.7\times10^9$ W m⁻³ K⁻⁵ and, with phonons fixed at 4 K, the electron temperature falls from 6.38 K to 4.18 K. Equal coupling is an assumption, so the similar order of magnitude does not establish the mechanism. It does show that the missing branches can matter more than any other correction sized here. With coupling that strong, phonon escape becomes still more important. Giving all three branches the interface of Section 13, with the same transmission, raises the estimate from 4.18 K to about 4.6 K. Even unlimited coupling could not bring it below about 4.4 K, because the heat must still cross the interface.

For design work at a few kelvin, the longitudinal coefficient should therefore not be used as copper's total coupling. A measured coefficient and a separate treatment of the interface are needed. The numerical output lists most of the values used in these estimates.

## Values computed for the example and the checks

```
Copper electron density (rough): 8.5e+28 m^-3
Copper mass density (rough): 8960 kg/m^3
Longitudinal sound speed (rough): 4.8 km/s
Transverse sound speed (rough): 2.3 km/s
Film thickness: 100 nm
Electron mean free path: 100 nm
Current density: 1 MA/cm^2
Substrate temperature: 4 K
Interface phonon transmission: 0.5
Oxide thickness: 100 nm
Oxide thermal conductivity: 0.1 W/(m K)
Fermi energy: 7.049 eV
Deformation energy D: 4.7 eV
Fermi wavevector: 13.6 nm^-1
Debye wavevector: 17.14 nm^-1
Longitudinal Debye temperature: 628.3 K
Direct/formula rate, q = 0.3 kF: 1.0002
Direct/formula rate, q = 0.6 kF: 1.00095
Direct/uncut formula rate, q = 2.3 kF: 2.4e-06
Integral of x^4/(exp(x)-1): 24.8863
Sigma, longitudinal: 6.864e+07 W m^-3 K^-5
Sigma, longitudinal: 68.64 pW um^-3 K^-5
Local exponent at 6 K: 5
Local exponent at 100 K: 4.031
Mode integral/fifth-power law at 100 K: 0.7598
Residual resistivity: 0.6574 uOhm cm
Joule power density: 6.574e+11 W/m^3
Electron temperature, phonons at substrate value: 6.384 K
Electron heat-capacity coefficient: 70.79 J m^-3 K^-2
Small-excess cooling time at 4 K: 3.223 ns
Time to lose 90% of temperature excess: 5.827 ns
Mean emitted phonon wavevector: 0.8541 nm^-1
Phonon damping time at that wavevector: 164.3 ps
Phonon escape time: 166.7 ps
Power ratio with escape delay, same Te: 0.5104
Electron temperature with escape delay: 7.309 K
Two transverse branches/longitudinal, equal coupling: 37.94
Sigma with all three branches, equal coupling: 2.673e+09 W m^-3 K^-5
Electron temperature with that Sigma: 4.176 K
Mean q times electron mean free path: 85.41
Mean phonon wavelength: 7.356 nm
Squared mean q/screening wavevector: 0.0022
Sound speed/Fermi velocity: 0.003
Thermal energy/Fermi energy: 7.8e-05
End-cooling length: 6.451 um
Temperature rise across oxide: 0.066 K
Small-change phonon cooling time at hot Te: 0.7929 ns
Electron-electron time, order of magnitude: 15 ns
```
